# The 2n+1 theorem and third-order energy with a perturbation-dependent PAW overlap: verification in Python

```python
"""Test of the 2n+1 theorem for orbitals with C^T S(lam) C = 1, where S depends on lam.

Claim: L = G(C, lam) - f Tr[Lam (C^T S C - 1)], evaluated with orbitals C and
multipliers Lam truncated after order n, equals the energy through order 2n+1.
For n = 1 this gives the third-order energy E3 from C0, C1, Lam0, Lam1 alone.

Model: 1D periodic cell, two centres A and B, each with a Gaussian well, one
projector p (strength D in h, q in S) and an augmentation charge of shape g.
Centre A is displaced by lam. Density n = sum f psi^2 + sum q f <p|psi>^2 g.
G = Tr[P h] + integral e(n), e(n) = u n^2/2 - a n^(4/3), P = f C C^T, f = 2.
All subscripts 0,1,2,3 are Taylor coefficients in lam. Hartree atomic units.
Reference: self-consistent solutions at finite displacements.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.linalg import eigh

CELL, NPTS, MMAX = 8.0, 64, 12
F_OCC, NOCC = 2.0, 2
U_REP, A_EX = 0.5, 0.3
X_A, X_B = 2.8, 5.2
Z_A, Z_B = 3.0, 2.5
D_A, D_B = -0.3, -0.2
Q_A, Q_B = 0.3, 0.2
W_WELL, W_PROJ, W_AUG = 0.6, 0.5, 0.5

dx = CELL / NPTS
x = np.arange(NPTS) * dx
columns, kinetic = [np.ones(NPTS) / sqrt(CELL)], [0.0]
for m in range(1, MMAX + 1):
    g = 2 * pi * m / CELL
    columns += [sqrt(2 / CELL) * np.cos(g * x), sqrt(2 / CELL) * np.sin(g * x)]
    kinetic += [g * g / 2, g * g / 2]
B = np.array(columns).T
NB = B.shape[1]


def bump(center, width, order=0):
    """Taylor coefficient, in the displacement, of a periodic unit Gaussian."""
    g = 2 * pi / CELL * np.arange(1, 31)
    amp = 2 / CELL * np.exp(-(g * width) ** 2 / 2) * g**order / factorial(order)
    wave = np.cos(g * (x[:, None] - center) - order * pi / 2)
    return wave @ amp + (1 / CELL if order == 0 else 0.0)


def local(v):
    return B.T @ (dx * v[:, None] * B)


def projector(center, order=0):
    scale = sqrt(2 * sqrt(pi) * W_PROJ)      # makes <p|p> = 1
    return scale * dx * (B.T @ bump(center, W_PROJ, order))


pp_b = np.outer(projector(X_B), projector(X_B))
g_b = bump(X_B, W_AUG)
h_static = np.diag(kinetic) + local(-Z_B * bump(X_B, W_WELL)) + D_B * pp_b
s_static = np.eye(NB) + Q_B * pp_b


def model(shift, top):
    """Taylor coefficients through order top about displacement shift."""
    ks = range(top + 1)
    p = [projector(X_A + shift, k) for k in ks]
    pp = [sum(np.outer(p[j], p[k - j]) for j in range(k + 1)) for k in ks]
    aug = [bump(X_A + shift, W_AUG, k) for k in ks]
    h = [local(-Z_A * bump(X_A + shift, W_WELL, k)) + D_A * pp[k] for k in ks]
    s = [Q_A * pp[k] for k in ks]
    h[0] = h[0] + h_static
    s[0] = s[0] + s_static
    return h, s, pp, aug


def density(P, mod, k=0):
    """Order-k coefficient of the density operator, traced with P."""
    pp, aug = mod[2], mod[3]
    n = Q_A * sum(np.sum(P * pp[j]) * aug[k - j] for j in range(k + 1))
    if k == 0:
        n = n + ((B @ P) * B).sum(axis=1) + Q_B * np.sum(P * pp_b) * g_b
    return n


def potential(v, mod, k=0):
    """Matrix of the order-k density operator integrated with v."""
    pp, aug = mod[2], mod[3]
    H = Q_A * sum(dx * (v @ aug[k - j]) * pp[j] for j in range(k + 1))
    if k == 0:
        H = H + local(v) + Q_B * dx * (v @ g_b) * pp_b
    return H


def e_0(n): return U_REP * n**2 / 2 - A_EX * n ** (4 / 3)
def e_1(n): return U_REP * n - 4 * A_EX / 3 * n ** (1 / 3)
def e_2(n): return U_REP - 4 * A_EX / 9 * n ** (-2 / 3)
def e_3(n): return 8 * A_EX / 27 * n ** (-5 / 3)


def energy(C, mod):
    P = F_OCC * C @ C.T
    return np.sum(P * mod[0][0]) + dx * np.sum(e_0(density(P, mod)))


def solve_scf(shift):
    mod = model(shift, 0)
    H, n = mod[0][0], None
    for _ in range(1000):
        C = eigh(H, mod[1][0])[1][:, :NOCC]
        new = density(F_OCC * C @ C.T, mod)
        if n is not None and np.max(abs(new - n)) < 1e-12:
            return mod, C, mod[0][0] + potential(e_1(new), mod)
        n = new if n is None else n + 0.5 * (new - n)
        H = mod[0][0] + potential(e_1(n), mod)
    raise RuntimeError("self-consistency not reached")


# Unperturbed state and explicit derivatives
H0 = solve_scf(0.0)[2]
ref = model(0.0, 3)
h, s = ref[0], ref[1]
eps, V = eigh(H0, s[0])
C0, virt = V[:, :NOCC], V[:, NOCC:]
eo, ev = eps[:NOCC], eps[NOCC:]
Lam0 = np.diag(eo)
P0 = F_OCC * C0 @ C0.T
n0 = density(P0, ref)
assert n0.min() > 0 and ev[0] - eo[-1] > 0.05
v0, k0, t0 = e_1(n0), e_2(n0), e_3(n0)

# First-order response, solved as a linear system for the density response
S1occ = C0.T @ s[1] @ C0


def respond(n1):
    H1 = h[1] + potential(v0, ref, 1) + potential(k0 * n1, ref)
    source = virt.T @ (H1 @ C0 - (s[1] @ C0) * eo)
    C1 = -0.5 * C0 @ S1occ + virt @ (source / (eo[None, :] - ev[:, None]))
    P1 = F_OCC * (C1 @ C0.T + C0 @ C1.T)
    return C1, H1, density(P1, ref) + density(P0, ref, 1)


base = respond(np.zeros(NPTS))[2]
feedback = np.column_stack([respond(e)[2] - base for e in np.eye(NPTS)])
n1_sc = np.linalg.solve(np.eye(NPTS) - feedback, base)
C1, H1, _ = respond(n1_sc)
Lam1 = C0.T @ H1 @ C0 - 0.5 * (eo[:, None] + eo[None, :]) * S1occ


def second_overlap(C1):
    cross = C1.T @ s[1] @ C0
    return C0.T @ s[2] @ C0 + cross + cross.T + C1.T @ s[0] @ C1


def third_order(C1, Lam1):
    P1 = F_OCC * (C1 @ C0.T + C0 @ C1.T)
    P2 = F_OCC * C1 @ C1.T
    n1 = density(P1, ref) + density(P0, ref, 1)
    n2 = density(P2, ref) + density(P1, ref, 1) + density(P0, ref, 2)
    n3 = density(P2, ref, 1) + density(P1, ref, 2) + density(P0, ref, 3)
    one_body = np.sum(P2 * h[1] + P1 * h[2] + P0 * h[3])
    field = dx * np.sum(v0 * n3 + k0 * n1 * n2 + t0 * n1**3 / 6)
    cross = C1.T @ s[2] @ C0
    O3 = C0.T @ s[3] @ C0 + cross + cross.T + C1.T @ s[1] @ C1
    return np.array([one_body, field, -F_OCC * np.trace(Lam0 @ O3),
                     -F_OCC * np.trace(Lam1 @ second_overlap(C1))])


E0 = energy(C0, ref)
E1 = (np.sum(P0 * h[1]) + dx * v0 @ density(P0, ref, 1)
      - F_OCC * np.trace(Lam0 @ S1occ))
P1 = F_OCC * (C1 @ C0.T + C0 @ C1.T)
P2 = F_OCC * C1 @ C1.T
n2 = density(P2, ref) + density(P1, ref, 1) + density(P0, ref, 2)
E2 = (np.sum(P2 * h[0] + P1 * h[1] + P0 * h[2])
      + dx * np.sum(v0 * n2 + k0 * n1_sc**2 / 2)
      - F_OCC * np.trace(Lam0 @ second_overlap(C1)))
parts = third_order(C1, Lam1)
E3 = parts.sum()

# Reference: Taylor coefficients from self-consistent solutions at 13 points
STEP, HALF = 0.03, 6
exact, orbitals, multipliers = {}, [], []
for j in range(-HALF, HALF + 1):
    mod, C, H = solve_scf(j * STEP)
    left, _, right = np.linalg.svd(C0.T @ s[0] @ C)
    C = C @ (left @ right).T                 # smooth gauge along the path
    exact[j] = energy(C, mod)
    orbitals.append(C.ravel())
    multipliers.append((C.T @ H @ C).ravel())
grid = np.arange(-HALF, HALF + 1) / HALF
vander = np.vander(grid, increasing=True)
scale = (STEP * HALF) ** np.arange(2 * HALF + 1)


def taylor(data):
    coef = np.linalg.solve(vander, np.array(data).reshape(2 * HALF + 1, -1))
    return coef / scale[:, None]


E_ref = taylor([exact[j] for j in range(-HALF, HALF + 1)])[:, 0]
C_ref, Lam_ref = taylor(orbitals), taylor(multipliers)
C2 = C_ref[2].reshape(C0.shape)
Lam2 = Lam_ref[2].reshape(NOCC, NOCC)
err_C1 = np.max(abs(C_ref[1].reshape(C0.shape) - C1))
err_Lam1 = np.max(abs(Lam_ref[1].reshape(NOCC, NOCC) - Lam1))
# Tolerances allow for rounding divided by powers of the step, and truncation
assert err_C1 < 1e-7 and err_Lam1 < 1e-7
assert abs(E1 - E_ref[1]) < 1e-8
assert abs(E2 - E_ref[2]) < 1e-7
assert abs(E3 - E_ref[3]) < 2e-6
assert abs(parts[3]) > 1e-4                  # first-order multipliers matter

# Rotation among occupied orbitals must not change the sum
A = np.array([[0.0, 0.7], [-0.7, 0.0]])
parts_rot = third_order(C1 + C0 @ A, Lam1 + Lam0 @ A - A @ Lam0)
assert abs(parts_rot.sum() - E3) < 1e-9
assert np.max(abs(parts_rot - parts)) > 1e-3

# Error orders of truncated Lagrangians and of two alternatives
C_ser, Lam_ser = [C0, C1, C2], [Lam0, Lam1, Lam2]


def error(j, n, m, kind):
    """Truncated result minus self-consistent energy at lam = j * STEP."""
    lam = j * STEP
    mod = model(lam, 0)
    C = sum(lam**k * C_ser[k] for k in range(n + 1))
    overlap = C.T @ mod[1][0] @ C
    if kind == "plain":
        return energy(C, mod) - exact[j]
    if kind == "orthonormalized":
        d, R = np.linalg.eigh(overlap)
        return energy(C @ (R / np.sqrt(d)) @ R.T, mod) - exact[j]
    Lam = sum(lam**k * Lam_ser[k] for k in range(m + 1))
    constraint = F_OCC * np.trace(Lam @ (overlap - np.eye(NOCC)))
    return energy(C, mod) - constraint - exact[j]


def parity_part(j, sign, n, m, kind):
    """Even (sign = 1) or odd (sign = -1) part of the error in lam."""
    return (error(j, n, m, kind) + sign * error(-j, n, m, kind)) / 2


cases = [("L", 0, 0, 2), ("L", 1, 0, 3), ("L", 1, 1, 4), ("L", 2, 1, 5),
         ("L", 2, 2, 6), ("plain", 1, 0, 2), ("orthonormalized", 1, 0, 4)]
table = []
for kind, n, m, expected in cases:
    sign = 1 if expected % 2 == 0 else -1
    lead = [abs(parity_part(j, sign, n, m, kind)) for j in (2, 1)]
    rest = [abs(parity_part(j, -sign, n, m, kind)) for j in (2, 1)]
    table.append((kind, n, m, expected, lead,
                  np.log2(lead[0] / lead[1]), np.log2(rest[0] / rest[1])))
# Error left at third order when the first-order multipliers are omitted
missing = -parity_part(1, -1, 1, 0, "L") / STEP**3

print(f"cell {CELL} bohr, grid points {NPTS}, basis functions {NB}")
print(f"centres A, B: {X_A}, {X_B} bohr; electrons {F_OCC * NOCC:.0f}")
print(f"well strengths A, B: {Z_A}, {Z_B} hartree bohr")
print(f"D for A, B: {D_A}, {D_B} hartree; q for A, B: {Q_A}, {Q_B}")
print(f"Gaussian widths well, projector, augmentation: "
      f"{W_WELL}, {W_PROJ}, {W_AUG} bohr")
print(f"functional: u = {U_REP} hartree bohr, a = {A_EX} hartree bohr^(1/3)")
print(f"occupied levels: {eo[0]:.6f}, {eo[1]:.6f} hartree")
print(f"gap: {ev[0] - eo[-1]:.6f} hartree")
print("C0^T S1 C0 (1/bohr): 11, 12, 22 =",
      f"{S1occ[0, 0]:.6f}, {S1occ[0, 1]:.6f}, {S1occ[1, 1]:.6f}")
print("Lam1 (hartree/bohr): 11, 12, 22 =",
      f"{Lam1[0, 0]:.6f}, {Lam1[0, 1]:.6f}, {Lam1[1, 1]:.6f}")
print(f"largest deviation of C1 from finite differences: {err_C1:.1e}")
print(f"largest deviation of Lam1: {err_Lam1:.1e} hartree/bohr")
print(f"E0 = {E0:.8f} hartree")
print(f"E1 formula {E1:.8f}, reference {E_ref[1]:.8f} hartree/bohr")
print(f"E2 formula {E2:.8f}, reference {E_ref[2]:.8f} hartree/bohr^2")
print(f"E3 formula {E3:.7f}, reference {E_ref[3]:.7f} hartree/bohr^3")
names = ["one-body", "density functional", "Lam0 constraint", "Lam1 constraint"]
for name, a, b in zip(names, parts, parts_rot):
    print(f"E3 part, {name}: {a:.7f}; rotated gauge {b:.7f} hartree/bohr^3")
print(f"E3 in rotated gauge: {parts_rot.sum():.7f} hartree/bohr^3")
print(f"E3 if Lam1 part is dropped: {parts[:3].sum():.7f} hartree/bohr^3")
print(f"Lam1 part from finite-lam error: {missing:.5f} hartree/bohr^3")
print(f"third derivative 6*E3: {6 * E3:.6f} hartree/bohr^3")
lam = 2 * STEP
cubic = E0 + E1 * lam + E2 * lam**2 + E3 * lam**3
print(f"at lam = {lam:.2f} bohr: cubic series {cubic:.8f}, "
      f"self-consistent {exact[2]:.8f} hartree")
print("error part (even or odd in lam) holding the predicted leading power,")
print(f"at lam = {2 * STEP:.2f} and {STEP:.2f} bohr, and order of the other part:")
for kind, n, m, expected, lead, slope, other in table:
    mult = f", Lam to order {m}" if kind == "L" else ""
    print(f"{kind}, C to order {n}{mult}: {lead[0]:.3e}, {lead[1]:.3e} hartree; "
          f"order {slope:.3f} (theory {expected}); other {other:.2f}")

assert abs(missing - parts[3]) < 0.02 * abs(parts[3])   # next term is lam^2 smaller
for kind, n, m, expected, lead, slope, other in table:
    # higher powers of the same parity shift the measured order slightly
    assert abs(slope - expected) < 0.3, (kind, n, m, slope)
    assert other > expected + 0.5, (kind, n, m, other)
print("PASS")
```

Printed output:

```
cell 8.0 bohr, grid points 64, basis functions 25
centres A, B: 2.8, 5.2 bohr; electrons 4
well strengths A, B: 3.0, 2.5 hartree bohr
D for A, B: -0.3, -0.2 hartree; q for A, B: 0.3, 0.2
Gaussian widths well, projector, augmentation: 0.6, 0.5, 0.5 bohr
functional: u = 0.5 hartree bohr, a = 0.3 hartree bohr^(1/3)
occupied levels: -1.033434, -0.741579 hartree
gap: 0.672193 hartree
C0^T S1 C0 (1/bohr): 11, 12, 22 = 0.040196, -0.034456, -0.050105
Lam1 (hartree/bohr): 11, 12, 22 = -0.116248, 0.135837, 0.104443
largest deviation of C1 from finite differences: 4.8e-14
largest deviation of Lam1: 1.3e-14 hartree/bohr
E0 = -4.08622205 hartree
E1 formula -0.06835739, reference -0.06835739 hartree/bohr
E2 formula -0.08788804, reference -0.08788804 hartree/bohr^2
E3 formula -0.0554060, reference -0.0554060 hartree/bohr^3
E3 part, one-body: -0.0149212; rotated gauge -0.3259463 hartree/bohr^3
E3 part, density functional: 0.0077938; rotated gauge 0.0762526 hartree/bohr^3
E3 part, Lam0 constraint: -0.0019008; rotated gauge 0.0249502 hartree/bohr^3
E3 part, Lam1 constraint: -0.0463778; rotated gauge 0.1693375 hartree/bohr^3
E3 in rotated gauge: -0.0554060 hartree/bohr^3
E3 if Lam1 part is dropped: -0.0090282 hartree/bohr^3
Lam1 part from finite-lam error: -0.04634 hartree/bohr^3
third derivative 6*E3: -0.332436 hartree/bohr^3
at lam = 0.06 bohr: cubic series -4.09065186, self-consistent -4.09065195 hartree
error part (even or odd in lam) holding the predicted leading power,
at lam = 0.06 and 0.03 bohr, and order of the other part:
L, C to order 0, Lam to order 0: 4.401e-03, 1.101e-03 hartree; order 1.999 (theory 2); other 3.00
L, C to order 1, Lam to order 0: 9.988e-06, 1.251e-06 hartree; order 2.997 (theory 3); other 4.00
L, C to order 1, Lam to order 1: 1.684e-05, 1.053e-06 hartree; order 3.999 (theory 4); other 5.00
L, C to order 2, Lam to order 1: 1.758e-08, 5.489e-10 hartree; order 5.001 (theory 5); other 6.00
L, C to order 2, Lam to order 2: 4.251e-08, 6.647e-10 hartree; order 5.999 (theory 6); other 6.96
plain, C to order 1: 4.033e-03, 1.012e-03 hartree; order 1.995 (theory 2); other 3.00
orthonormalized, C to order 1: 1.264e-05, 7.914e-07 hartree; order 3.997 (theory 4); other 5.00
PASS
```
